# The Eliashberg function, phonon linewidths and the electron mass enhancement, part 3

Electrons in a metal couple to phonons of frequency \(\omega_{\mathbf q\nu}\) through \(g_\nu(\mathbf k,\mathbf k')\), \(\mathbf q=\mathbf k'-\mathbf k\). For small phonon energies, one-phonon processes raise the density of levels by \(1+\lambda\). Does this survive when \(\lambda\) is not small, and how accurate is it in a model?

We use Hartree atomic units, zero temperature and energies from the Fermi level. Primes mark quantities at \(\mathbf k'\), \(f\) is the occupation, \(v\) the band velocity, \(\langle\cdot\rangle\) a zone average, \(C=V_c/(2\pi)^d\) with cell volume \(V_c\), and \(N_F=\langle\delta(\varepsilon_{\mathbf k})\rangle_{\mathbf k}\).

A1 to A3 require a smooth Fermi surface with \(v\ne0\), smooth couplings and frequencies (except at acoustic \(\mathbf q=0\)) with bounded \(G_\nu=|g_\nu|^2/\omega_{\mathbf q\nu}\), and time reversal. A4 is the Migdal approximation. Scaling \(\omega\to\eta\,\omega\), \(|g|^2\to\eta|g|^2\) defines \(\eta\).

Lemma 4:
\[\Sigma_{\mathbf k}(z)=\sum_\nu\left\langle|g_\nu(\mathbf k,\mathbf k')|^2\left[\frac{1-f'}{z-\varepsilon'-\omega_{\mathbf q\nu}}+\frac{f'}{z-\varepsilon'+\omega_{\mathbf q\nu}}\right]\right\rangle_{\mathbf k'}.\]
Quasiparticles obey \(E_{\mathbf k}=\varepsilon_{\mathbf k}+\Sigma_{\mathbf k}(E_{\mathbf k})-\Sigma_{\mathbf k_F}(0)\), so \(\frac{v}{v^*}=\frac{1-\partial_z\Sigma}{1+\partial_\varepsilon\Sigma}\), with \(\partial_\varepsilon=v^{-1}\,\hat{\mathbf n}\cdot\nabla_{\mathbf k}\) along the normal. Part (c): \(v/v^*\to1+\lambda_{\mathbf k}\), \(N^*/N_F\to1+\lambda\). Lemma 5:
\[-\partial_z\Sigma_{\mathbf k}(0)=\sum_\nu\left\langle G_\nu\,\frac{\eta\,\omega}{(|\varepsilon'|+\eta\,\omega)^2}\right\rangle_{\mathbf k'},\]
deviating from \(\lambda_{\mathbf k}\) by \(A\eta+B\eta^2\ln\eta+\dots\) if \(\omega\) is independent of \(\varepsilon'\).

Flat band (\(|\varepsilon|<D\), single \(\Omega\), \(g\)): \(\lambda=\frac{2N_Fg^2}{\Omega}\), \(-\Sigma'(0)=\lambda\,\frac{D}{D+\Omega}\).

Lemma 1: \(\langle\delta(\varepsilon_{\mathbf k})F\rangle_{\mathbf k}=C\oint dS\,F/v\); in two dimensions
\[\langle\delta(\varepsilon_{\mathbf k})\delta(\varepsilon_{\mathbf k+\mathbf q})F\rangle_{\mathbf k}=C\sum_{\text{crossings}}\frac{F}{|\mathbf v\times\mathbf v'|}.\]
Lemma 2: \(\lambda_{\mathbf k}=2C\sum_\nu\oint dS'\,G_\nu/v'\),
\[\lambda=\frac{2}{N_F}\sum_\nu\left\langle\left\langle G_\nu\,\delta(\varepsilon_{\mathbf k})\delta(\varepsilon')\right\rangle\right\rangle_{\mathbf k\mathbf k'}.\]
Part (a):
\[\alpha^2F(\omega)=\tfrac12\sum_\nu\langle\omega_{\mathbf q\nu}\lambda_{\mathbf q\nu}\,\delta(\omega-\omega_{\mathbf q\nu})\rangle_{\mathbf q},\]
and \(\lambda=\sum_\nu\langle\lambda_{\mathbf q\nu}\rangle_{\mathbf q}\). At low frequency, with \(\omega=c|\mathbf q|\), \(|g|^2=G_0\,\omega\),
\[\alpha^2F(\omega)\to\frac{2G_0\,C^2}{c\,N_F}\left(\oint\frac{dl}{v^2}\right)\omega.\]
Lemma 3, phonon half-width:
\[\gamma_{\mathbf q\nu}=2\pi\left\langle|g_\nu|^2(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\omega_{\mathbf q\nu}+\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})\right\rangle_{\mathbf k}.\]
With \(J(a,b)=\langle|g|^2\delta(\varepsilon_{\mathbf k}-a)\delta(\varepsilon_{\mathbf k+\mathbf q}-b)\rangle_{\mathbf k}\), \(J(0,0)=\tfrac12N_F\omega\lambda_{\mathbf q\nu}\). Part (b): \(\gamma_{\mathbf q\nu}/(\pi N_F\omega_{\mathbf q\nu}^2)\to\lambda_{\mathbf q\nu}\).

## Strong coupling

Lemma 4 contains \(|g|^2\) once, while \(\lambda\) need not be small. The electron in the intermediate state \(\mathbf k'\) is itself dressed. Its energy is then not \(\varepsilon'\) but is distributed over \(x\) with the spectral function
\[
A(\mathbf k',x)=-\frac1\pi\operatorname{Im}\frac1{x-\varepsilon'-\Sigma_{\mathbf k'}(x+i0)},
\]
which reduces to \(\delta(x-\varepsilon')\) for \(\Sigma=0\). The self-consistent Migdal approximation is defined by
\[
\Sigma_{\mathbf k}(z)=\sum_\nu\left\langle|g_\nu|^2\int dx\,A(\mathbf k',x)\left[\frac{\theta(x)}{z-x-\omega}+\frac{\theta(-x)}{z-x+\omega}\right]\right\rangle_{\mathbf k'} .
\]
It includes the processes in which the phonon emitted last is absorbed first. Processes in which two phonons are absorbed in the order of their emission are left out. Their neglect is assumption A4; it is the content of Migdal's theorem, which the present theorem presupposes and does not prove.

**Lemma 7.** In the wide-band limit, where \(v'\), \(g\), \(\omega\) and \(\Sigma_{\mathbf k'}\) depend on the position along the Fermi surface but not on \(\varepsilon'\), and \(\varepsilon'\) runs over the whole real axis, the self-consistent \(\Sigma\) equals that of Lemma 4 for any \(\lambda\).

*Proof.* Write \(\Sigma_{\mathbf k'}(x+i0)=\Delta-i\Gamma\) with \(\Gamma\ge0\). As a function of \(\varepsilon'\) at fixed \(x\), \(A=(\Gamma/\pi)/[(\varepsilon'-x+\Delta)^2+\Gamma^2]\) is a Lorentzian, or a delta function if \(\Gamma=0\), and \(\int d\varepsilon'A=1\) whatever \(\Delta\) and \(\Gamma\) are. Only \(A\) depends on \(\varepsilon'\), so that integral can be done first, and its value is the same as for the undressed \(\delta(x-\varepsilon')\). ∎

*Remark (two densities of states).* The lemma says that the total spectral weight at energy \(x\) remains \(N_F\), while the levels are denser by \(1+\lambda\). There is no conflict. Near the Fermi level \(A=\delta((1+\lambda)x-\varepsilon)\) in the isotropic case, so each level carries the weight \(1/(1+\lambda)\) in \(x\).

*Remark (finite band).* For the flat band of the opening, \(\int_{-D}^Dd\varepsilon/(\xi-\varepsilon)=\ln(\xi+D)-\ln(\xi-D)\) with \(\xi=x-\Delta+i\Gamma\), so \(\rho(x)=\int d\varepsilon A=[\arg(\xi-D)-\arg(\xi+D)]/\pi\approx1-2\Gamma/(\pi D)\) for \(|x|\ll D\). The damping is \(\Gamma=\pi g^2N_F=\pi\lambda\Omega/2\) for \(|x|>\Omega\) and zero below, so \(\rho\approx1-\lambda\Omega/D\) for \(|x|>\Omega\). Half the area of the kernel \(\Omega/(|x|+\Omega)^2\) lies there. To first order in \(\Omega/D\),
\[
-\Sigma'(0)=\lambda\left[1-\frac\Omega D-\frac{\lambda\Omega}{2D}\right].
\]
For \(\lambda=1\) this is \(0.970\) at \(D/\Omega=50\) and \(0.985\) at \(D/\Omega=100\). Iterating \(\rho\to\Sigma\to\rho\) to convergence on a uniform real-frequency grid and taking a central difference at \(x=0\) gives \(0.971\) and \(0.985\); the undressed values \(D/(D+\Omega)\) are \(0.980\) and \(0.990\). Dressing changes the correction of order \(\Omega/D\) and not the limit. The formula belongs to the self-consistent Migdal equations only. The crossed two-phonon process dropped by A4 is of order \(g^4N_F^3/\Omega\) in \(\Sigma'(0)\), which for \(N_F=1/(2D)\) is again \(\lambda^2\Omega/D\), and its coefficient need not be smaller than the \(\tfrac12\) kept here.

## Worked example

The model has round parameters and represents no material. On a square lattice with lattice constant 1 bohr, so that \(C=1/(2\pi)^2\),
\[
\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y)-\mu,\qquad t=0.02\ \text{Ha}\ (544\ \text{meV}),\quad\mu=-0.02\ \text{Ha}.
\]
With \(s^2=\tfrac12[\sin^2(q_x/2)+\sin^2(q_y/2)]\) and \(\phi_{\mathbf k}=\cos k_x-\cos k_y\), the two branches are
\[
\omega_{A}(\mathbf q)=\omega_A s,\qquad |g_A(\mathbf q)|^2=\frac{g_A^2\,s}{1+s^2},
\]
\[
\omega_O(\mathbf q)=\omega_O[1+0.1(\cos q_x+\cos q_y)],\qquad g_O(\mathbf k,\mathbf k')=g_O\,(1+0.4\,\phi_{\mathbf k}\phi_{\mathbf k'}),
\]
with \(\omega_A=0.0006\) Ha (16.3 meV), \(g_A=0.004\) Ha, \(\omega_O=0.001\) Ha (27.2 meV), \(g_O=0.005\) Ha. Assumptions A1 to A3 hold, and \(\omega_O/t=0.050\).

The Fermi line is \(\cos k_x+\cos k_y=\tfrac12\). On the \(x\) axis (polar angle \(\theta=0\)), \(\cos k_x=-\tfrac12\), so \(k_F=2.0944\) bohr\(^{-1}\) and \(v=2t\sin k_F=0.03464\). On the diagonal (\(\theta=\pi/4\)), \(\cos k_x=\tfrac14\), so \(k_F=1.8641\) bohr\(^{-1}\) and \(v=2\sqrt2\,t\sqrt{15/16}=0.05477\). In polar coordinates \(d^2k=k\,dk\,d\theta\), so \(dl/v\) becomes \(k_F\,d\theta/(\partial\varepsilon/\partial k)\). Line integrals were evaluated with the trapezoidal rule in \(\theta\), with \(k_F(\theta)\) found by bisection and the grid for \(\mathbf k'\) shifted by half a step. This gives \(N_F=7.0955\) Ha\(^{-1}\).

### λ from the Fermi line

The double line integral of Lemma 2 gives
\[
\lambda=0.2674\ (\text{acoustic})+0.4150\ (\text{optical})=0.6824 .
\]
The sizes follow from the flat-band formula. For the acoustic branch \(G=(g_A^2/\omega_A)/(1+s^2)\) and \(2N_Fg_A^2/\omega_A=2(7.0955)(1.6\times10^{-5})/(6\times10^{-4})=0.378\), which the factor \(1/(1+s^2)\le1\) reduces to \(0.267\). For the optical branch \(2N_Fg_O^2/\omega_O=0.355\). The squared form factor is \(1+0.8\phi\phi'+0.16\phi^2\phi'^2\); the Fermi-line average of \(\phi\) vanishes by the symmetry \(k_x\leftrightarrow k_y\), so without phonon dispersion the middle term drops out and the last raises the value to \(0.435\). The dispersion by itself, with a constant form factor, gives \(0.354\); acting together with the form factor it lowers \(0.435\) to \(0.415\).

Sorting the pair weights \(|g|^2(dl/v)(dl'/v')C^2/N_F\) into frequency bins of width \(10^{-5}\) Ha gives bin averages of \(\alpha^2F\): \(0.0152\), \(0.0463\) and \(0.177\) at \(1.05\), \(3.05\) and \(4.55\times10^{-4}\) Ha, and \(0.244\), \(1.16\) and \(0.315\) at \(9.05\), \(10.05\) and \(11.05\times10^{-4}\) Ha. The sum of \(2\alpha^2F/\omega\) over all bins, with \(\omega\) at the bin centres, is \(0.6825\). The large value near \(\omega_O\) has a definite origin. Both dispersions depend on \(\cos q_x+\cos q_y\), which has a saddle point at \(\mathbf q=(\pi,0)\), and \(\int dx\,dy\,\delta(\delta\omega-x^2+y^2)\) grows as \(\ln(1/|\delta\omega|)\). This wave vector joins the Fermi points \((\mp\pi/2,\pi/3)\), so its weight in part (a) is not zero, and \(\alpha^2F\) has logarithmic peaks at \(\omega_O\) and at \(\omega_A/\sqrt2\). A stronger singularity lies at the top of the optical branch, \(1.2\,\omega_O\), which is reached at \(\mathbf q=0\). There \(\omega=1.2\,\omega_O-0.05\,\omega_O q^2\) and \(\lambda_{\mathbf q}\propto1/q\), so \(\int q\,dq\,q^{-1}\delta(\delta\omega-0.05\,\omega_Oq^2)\) makes \(\alpha^2F\) diverge as \((1.2\,\omega_O-\omega)^{-1/2}\), which is integrable.

At small \(\mathbf q\), \(s\approx|\mathbf q|/(2\sqrt2)\), so \(c=\omega_A/(2\sqrt2)=2.121\times10^{-4}\) and \(G_0=g_A^2/\omega_A\). The low-frequency formula, with \(\oint dl/v^2\) from the same grid, gives the slope \(146\) Ha\(^{-1}\). It predicts \(146.2\times1.05\times10^{-4}=0.0154\) for the first value above, about 1% over the bin average \(0.0152\). The acoustic weight below \(\omega_0=\omega_A/20\), multiplied by \(2/\omega_0^2\), gives \(147\) Ha\(^{-1}\).

The local values range from \(\lambda_{\mathbf k}=0.6219\) on the diagonal, where \(\phi=0\), to \(0.7367\) on the axis, where \(|\phi|=\tfrac32\). On the axis the optical part is \(0.4691\), and the acoustic part is \(0.2675\), close to its average, so the excess there is optical. The axis is also where \(v\) is small. The weight \(dl/v\) favours it, and \(\lambda=0.682\) exceeds the arc-length average \(0.676\).

### λ from the modes

The mode constants \(\lambda_{\mathbf q\nu}\) were computed on a \(128\times128\) grid, with each delta function, including the one in \(N_F\), replaced by a normalized Gaussian of standard deviation \(\sigma\), and with \(\mathbf q\) shifted by half a step to avoid \(\mathbf q=0\). A symmetric smearing changes a smooth average by a term in \(\sigma^2\), the second moment. The zone averages summed over branches are \(0.6836\) for \(\sigma=0.0016\) Ha and \(0.6850\) for \(\sigma=0.0024\) Ha. The ratio of the \(\sigma^2\) values is \(2.25\), so the extrapolation to zero is \(0.6836-(0.6850-0.6836)/1.25\), which is \(0.6825\) from these rounded figures and \(0.6824\) from the unrounded ones, with \(0.2674\) acoustic and \(0.4149\) optical. The first formula of part (a) gives other moments as well: \(\int\alpha^2F\,d\omega\) is \(2.645\times10^{-4}\) Ha and \(\int\omega\,\alpha^2F\,d\omega\) is \(2.501\times10^{-7}\) Ha\(^2\), from the line integrals and from the mode average alike.

For the optical mode at \(\mathbf q=(0.5,1.0)\) bohr\(^{-1}\), \(\omega=1.1418\times10^{-3}\) Ha. Locating the crossings by root finding and using Lemma 1 gives \(\lambda_{\mathbf q}=0.4799\). For the linewidth, the identity
\[
\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=4t\left[\sin(k_x+\tfrac{q_x}2)\sin\tfrac{q_x}2+\sin(k_y+\tfrac{q_y}2)\sin\tfrac{q_y}2\right]
\]
lets the delta function of Lemma 3 be solved for \(k_y\), and a midpoint sum over \(k_x\) with step occupations gives \(\gamma=1.394\times10^{-5}\) Ha (0.379 meV). Then
\[
\frac{\gamma}{\pi N_F\omega^2}=\frac{1.3940\times10^{-5}}{\pi(7.0955)(1.1418\times10^{-3})^2}=0.4797 ,
\]
lower than \(\lambda_{\mathbf q}\) by less than 0.1% of it. At \(\eta=0.1\) the occupied window is ten times narrower, and the midpoint sum with step occupations is accurate only to about three figures, \(0.480\). The form \(\gamma=2\pi\int_0^\omega dx\,J(-x,\omega-x)\), with \(J\) taken from the crossing formula of Lemma 1 and Gauss-Legendre quadrature in \(x\), has no such noise. It gives \(\gamma=1.3940\times10^{-5}\) Ha at \(\eta=1\) and \(1.3946\times10^{-7}\) Ha at \(\eta=0.1\), and the deviations relative to \(\lambda_{\mathbf q}\) are \(-4.8\times10^{-4}\) and \(-4.8\times10^{-6}\), the hundredfold fall of a second-order error.

At \(\mathbf q=(0.005,0.01)\) bohr\(^{-1}\) the identity bounds the electronic energy transfer by \(4t(0.0025+0.005)=6\times10^{-4}\) Ha, half the optical frequency there, so \(\gamma=0\). The crossing formula gives \(\lambda_{\mathbf q}=69\). This wave vector lies inside the disc of radius \(\omega/v=0.0219\) bohr\(^{-1}\), computed with the largest Fermi velocity.

### The mass

The self-energy of Lemma 4 was integrated over the whole zone, with the true band and no Fermi-surface restriction, by Gauss-Legendre quadrature in polar coordinates on panels that shrink geometrically towards the Fermi line and towards the direction of \(\mathbf k\). The derivative \(\partial_z\Sigma\) was taken from the integrand of Lemma 5 and \(\partial_\varepsilon\Sigma\) from a central difference along the normal. On the axis, where \(1+\lambda_{\mathbf k}=1.7367\):

| \(\eta\) | \(-\partial_z\Sigma\) | \(\partial_\varepsilon\Sigma\) | \(v/v^*\) |
|---|---|---|---|
| 1 | 0.7385 | −0.00927 | 1.7548 |
| 0.1 | 0.7371 | −0.00103 | 1.7389 |
| 0.01 | 0.7367 | −0.00011 | 1.7369 |

The first row is \(1.7385/(1-0.00927)=1.7548\), which exceeds \(1+\lambda_{\mathbf k}\) by 1.0% of it, and most of the excess comes from \(\partial_\varepsilon\Sigma\). On the diagonal, where \(1+\lambda_{\mathbf k}=1.6219\), the values of \(v/v^*\) are \(1.6198\), \(1.6218\) and \(1.6219\).

The deviation of \(-\partial_z\Sigma\) from \(\lambda_{\mathbf k}\), relative to \(\lambda_{\mathbf k}\) and divided by \(\eta\), is \(0.0025\), \(0.0057\) and \(0.0063\) on the axis and \(-0.0021\), \(-0.0007\) and \(-0.0004\) on the diagonal. It is not constant, but it settles as \(\eta\) falls, which is consistent with the form \(A+B\eta\ln\eta+\dots\) noted after Lemma 5. At \(\eta=1\) the higher terms cancel more than half of \(A\) on the axis and dominate on the diagonal. The coefficient \(A\) is well below \(\omega_O/t=0.050\) at both points.

For the optical branch alone \(\Sigma\) is real below the lowest optical frequency, and the quasiparticle equation can be solved by root finding at two points just inside and outside the Fermi line on the axis. The difference quotient gives \(v/v^*=1.4860\), the same as \((1-\partial_z\Sigma)/(1+\partial_\varepsilon\Sigma)\) for that branch, against \(1+\lambda_{\mathbf k}=1.4691\).

Averaging \(v/v^*\) with the weight \(dl/v\), by eight-point Gauss-Legendre quadrature over \(0<\theta<\pi/4\), gives
\[
\frac{N^*}{N_F}=1.6889,\quad1.6833,\quad1.6825\qquad(\eta=1,\ 0.1,\ 0.01),
\]
against \(1+\lambda=1.6824\). For the model as given, with \(\omega_O/t=0.05\), the specific-heat and cyclotron masses are raised by the factor \(1.69\) in the one-phonon approximation, which lies above \(1+\lambda\) by 0.4% of it. The nested and crossed two-phonon terms left out are also of order \(\eta\), so this excess is a property of the approximation and not a prediction for the Hamiltonian. The enhancement of both masses applies only while the temperature and the cyclotron frequency are small against the phonon frequencies.
